\section*{Choosing time step and cutoff for exponential integration of ion-beam ripples}

\section{What the two settings control}

A continuum simulation of ion-beam ripples with exponential time differencing has two numerical settings: the time step $\tau$ and the largest retained Fourier mode number $K$. For a surface sampled at $N$ points in each direction, the result behind them is this. If
\begin{equation}
3K<N ,
\label{eq:rule}
\end{equation}
the quadratic slope term is free of aliasing, and each retained mode with linear rate $\sigma_k$ is advanced by
\begin{equation}
\begin{aligned}
a_k&=e^{z_k}c_k+\tau\varphi_1(z_k)N_k(c),\qquad z_k=\sigma_k\tau,\\
c_k^{\rm new}&=a_k+\tau\varphi_2(z_k)\,[N_k(a)-N_k(c)],
\end{aligned}
\label{eq:scheme}
\end{equation}
\begin{equation}
\varphi_1(z)=\frac{e^z-1}{z},\qquad
\varphi_2(z)=\frac{e^z-1-z}{z^2}.
\label{eq:phi}
\end{equation}
Here $c_k$ is the Fourier coefficient of the height and $N_k$ the nonlinear forcing. The factor $e^{z_k}$ is the exact linear propagator, fourth-derivative damping included, for any $\tau$. The full solution is not exact: the forcing is approximated, with a global error of order $\tau^2$, and modes beyond $K$ are discarded.

These are settings of a surface-evolution calculation; no electronic structure enters.

\section{The model and its linear rates}

In the frame moving at the erosion speed of a flat surface, the height $h(x,y,t)$ obeys the anisotropic Kuramoto--Sivashinsky equation
\begin{equation}
h_t=\nu_xh_{xx}+\nu_yh_{yy}-B\nabla^4h
+\frac{\lambda_x}{2}h_x^2+\frac{\lambda_y}{2}h_y^2 .
\label{eq:model}
\end{equation}
Subscripts on $h$ denote derivatives. The cell is periodic, slopes are small, and $\nu_x<0$, $B>0$. Negative $\nu_x$ describes erosion that deepens troughs; $B$ describes smoothing. Noise and odd-derivative terms are left out.

Write $h=\sum_k c_ke^{i\mathbf k\cdot\mathbf r}$. Two derivatives along $x$ give $-k_x^2$, and $\nabla^4$ gives $(k_x^2+k_y^2)^2$. Hence
\begin{align}
\dot c_k&=\sigma_kc_k+N_k(c),\label{eq:ode}\\
\sigma_k&=-\nu_xk_x^2-\nu_yk_y^2-B(k_x^2+k_y^2)^2,\label{eq:sigma}\\
N_k(c)&=-\frac12\sum_{p+q=k}(\lambda_xp_xq_x+\lambda_yp_yq_y)c_pc_q .
\end{align}
The minus sign in $N_k$ comes from $(ip_x)(iq_x)=-p_xq_x$. All three wavevectors in the sum are restricted to retained modes.

For $\nu_y>0$, a nonzero $k_y$ lowers $\sigma_k$ at given $k_x$, so the fastest growth has $k_y=0$. Setting the derivative of $|\nu_x|k^2-Bk^4$ to zero gives $2|\nu_x|k=4Bk^3$, and therefore
\begin{equation}
k_*=\sqrt{\frac{|\nu_x|}{2B}},\qquad
\sigma_*=\frac{\nu_x^2}{2B}-\frac{\nu_x^2}{4B}=\frac{\nu_x^2}{4B}.
\label{eq:kstar}
\end{equation}
The ripples evolve at rates near $\sigma_*$, while the shortest retained waves decay at rates near $Bk^4$. This separation makes the equations stiff.

\section{Where the update comes from}

Multiply Eq.~\eqref{eq:ode} by $e^{-\sigma_kt}$. The left side and the linear term combine into the derivative of $e^{-\sigma_kt}c_k$. Integration over one step gives
\begin{equation}
c_k(t+\tau)=e^{\sigma_k\tau}c_k(t)+
\int_0^\tau e^{\sigma_k(\tau-s)}N_k(c(t+s))\,ds .
\label{eq:voc}
\end{equation}
No approximation has been made for the retained modes. With $N_k=0$ the first term is the whole answer. A single linear step of 50 s, on a 12 by 12 grid with $K=3$, agreed with a matrix exponential built from real-space derivatives to a relative error of $1.1\times10^{-14}$.

Holding the forcing at its initial value requires
\begin{equation}
\int_0^\tau e^{\sigma(\tau-s)}ds=\frac{e^{\sigma\tau}-1}{\sigma}=\tau\varphi_1(z),
\end{equation}
which gives the predictor $a_k$. The corrector replaces the constant by the straight line $N_k(c)+(s/\tau)[N_k(a)-N_k(c)]$. With $r=s/\tau$ and integration by parts, the extra weight is
\begin{align}
\tau\int_0^1re^{z(1-r)}dr
&=\tau\left\{\left[-\frac{r}{z}e^{z(1-r)}\right]_0^1+\frac1z\int_0^1e^{z(1-r)}dr\right\}\nonumber\\
&=\tau\,\frac{\varphi_1(z)-1}{z}=\tau\varphi_2(z).
\end{align}
This completes Eq.~\eqref{eq:scheme}.

Two limits show what the weights do. As $z\to0$, $\varphi_1\to1$ and $\varphi_2\to1/2$, so the update becomes Heun's method, $c+\tau[N(c)+N(a)]/2$. As $z\to-\infty$, both $\tau\varphi_1$ and $\tau\varphi_2$ approach $1/|\sigma|$, and
\begin{equation}
c_k^{\rm new}\to\frac{N_k(c)}{|\sigma_k|}+\frac{N_k(a)-N_k(c)}{|\sigma_k|}
=\frac{N_k(a)}{|\sigma_k|}.
\end{equation}
A strongly damped wave is thus placed at the balance between its linear damping and the forcing it receives from the other waves.

Near $z=0$ the quotient for $\varphi_2$ subtracts nearly equal numbers. At 20 negative values of $z$ with $|z|$ between $10^{-7}$ and $2\times10^{-7}$, its relative error reached 1.2\% in double precision. The series $\varphi_2(z)=\sum_{j\ge0}z^j/(j+2)!$ avoids the subtraction and should be used there.

\section{Setting the cutoff}

The slope products are formed on the grid and transformed back. On $N$ points, mode numbers that differ by $N$ have identical samples. Two retained modes $p$ and $q$ produce $p+q$, with $|p+q|\le2K$. If this sum is folded by $\pm N$, the result has size at least $N-2K$. It stays outside the retained range when
\begin{equation}
N-2K>K ,
\end{equation}
which is Eq.~\eqref{eq:rule}. Modes beyond $K$ are then set to zero, and what remains is the truncated sum $N_k$.

The inequality is strict. For $N=12$ and $K=4$, the product of two modes with number 4 has number 8, which folds onto $-4$, a retained mode. With random coefficients, the grid product differed from the direct sum by 22\% of that sum's norm. With $K=3$ the difference was $3.6\times10^{-16}$.

The largest permitted cutoff is the integer part of $(N-1)/3$. The rule applies to quadratic terms; a cubic term produces sums up to $3K$ and, by the same argument, needs $4K<N$. Dealiasing also says nothing about whether $K$ is large enough to resolve the surface. That is judged by raising $N$ and $K$ together at fixed $\tau$ and comparing heights or, once the surface evolves chaotically, time-averaged roughness and spectra.

\section{Setting the time step}

\subsection{Stability of the damped waves}

For one linear step, explicit Euler multiplies a mode by $1+z$, and Crank--Nicolson multiplies it by $(1+z/2)/(1-z/2)$. Euler requires $|1+z|\le1$, so that $\tau\le2/|\sigma|$ for the most strongly damped mode. At fixed cell size this limit shrinks roughly as $K^{-4}$. Crank--Nicolson remains bounded, but its factor tends to $-1$ as $z\to-\infty$: short waves alternate in sign and decay slowly. The exponential factor tends to zero, as the differential equation demands. This removes the linear stability limit; it does not prove that the nonlinear calculation is stable at every $\tau$.

\subsection{Accuracy of the forcing}

Let $g(s)=N(c(t+s))$ along the true solution, with $\|g'\|\le M_1$ and $\|g''\|\le M_2$. Let $G=e^{\sigma_m\tau}$, where $\sigma_m$ is the largest growth rate or zero, whichever is greater. Every exponential in Eq.~\eqref{eq:voc} is then at most $G$.

Linear interpolation of $g$ between the ends of the step has an error of at most $s(\tau-s)M_2/2$. Its contribution to the new coefficients is bounded by
\begin{equation}
G\frac{M_2}{2}\int_0^\tau s(\tau-s)\,ds
=G\frac{M_2}{2}\left(\frac{\tau^3}{2}-\frac{\tau^3}{3}\right)
=\frac{GM_2\tau^3}{12}.
\end{equation}
The scheme uses $N(a)$ in place of the true end value. Since $\|g(s)-g(0)\|\le M_1s$, the predictor error is at most $GM_1\tau^2/2$. Let $\Lambda$ be a Lipschitz constant of $N$ on the bounded set of surfaces visited. The weight obeys $\tau\varphi_2\le G\tau/2$, so the second contribution is at most $G^2\Lambda M_1\tau^3/4$. The local error is therefore $O(\tau^3)$.

To sum the local errors, compare one step started from two surfaces $u$ and $v$. The linear part enlarges their distance by at most $G$, and every other term carries a factor $\tau\Lambda$. The distance thus grows by at most $e^{C\tau}$, with a constant $C$ for bounded $\tau$. Over a time $T$ there are $T/\tau$ steps, each contributing $O(\tau^3)$, amplified by at most $e^{CT}$. The global error is $O(\tau^2)$ at fixed $K$.

The bound contains no inverse power of the damping time, but $\Lambda$ can grow with $K$ because $N$ contains slopes. Independence of the cutoff was therefore tested separately, for a smooth surface whose high modes are almost empty. For the same smooth initial surface over 100 s, runs with $\tau=1$ s and $0.125$ s differed by $1.194\times10^{-6}$ nm for both $N=32$ and $N=64$, although the fastest damping rose from 14.9 to 291.7 s$^{-1}$. For that surface on the $N=16$ grid, halving $\tau$ from 0.50 to 0.25 s reduced the error against an accurate reference from $3.032\times10^{-7}$ to $7.580\times10^{-8}$ nm, a factor of 4.00.

A rough initial surface can make $M_1$ and $M_2$ large, because its short waves decay quickly and change the forcing as they do. The first part of such a run may need a smaller step. The $\tau^2$ scaling then appears only at small $\tau$, and the error can grow with the cutoff. For white noise of 0.5 nm filling all retained modes of a 120 nm cell with $N=64$, halving $\tau$ from 1 to 0.5 s and again to 0.25 s reduced the error after 4 s by only about 2.1 each time.

\section{Steady ripples survive a large step}

For a ripple of fixed shape and position, $N_k=-\sigma_kc_k$ for every nonzero mode. The predictor gives
\begin{equation}
a_k=e^{z_k}c_k-\tau\frac{e^{z_k}-1}{\sigma_k\tau}\sigma_kc_k=c_k .
\end{equation}
The mean height may still move, but $N$ depends on slopes alone, so $N(a)=N(c)$ and the corrector vanishes. The shape is a fixed point for any $\tau$. This does not say that it is stable against disturbances, and a very large step can destabilize a ripple that the differential equation keeps stable. For the 60 nm ripple below, disturbances along $x$ within one period decay at steps of 20, 50 and 100 s, but one grows by a factor of about 3.5 per step at 200 s.

The integrating-factor Heun method has the same linear factor but the predictor $e^z(c+\tau N)=e^z(1-z)c$, which differs from $c$ when $z\ne0$. For a steady ripple of period 60 nm, with the parameters of the next section, one 20 s step of that method changed the shape by 3.0\% of its norm. Exponential differencing changed it by $1.5\times10^{-16}$.

The amplitude of this ripple can be estimated from two harmonics, $h=a_1\cos\theta+a_2\cos2\theta$ with $\theta=kx$. Using $\sin^2\theta=(1-\cos2\theta)/2$ and $\sin\theta\sin2\theta=(\cos\theta-\cos3\theta)/2$ in $h_x^2$, the balances of the two harmonics are
\begin{equation}
\sigma_1a_1+\lambda_xk^2a_1a_2=0,\qquad
\sigma_2a_2-\frac{\lambda_xk^2a_1^2}{4}=0 .
\end{equation}
The first gives $a_2=-\sigma_1/(\lambda_xk^2)$. Inserting it in the second, with $\sigma_2<0$, gives
\begin{equation}
|a_1|=\frac{2\sqrt{\sigma_1|\sigma_2|}}{\lambda_xk^2}.
\end{equation}
Here $k=2\pi/60=0.1047$ nm$^{-1}$, $\sigma_1=0.00495$ s$^{-1}$ and $\sigma_2=-0.0523$ s$^{-1}$, so $|a_1|\approx1.47$ nm. The solution with ten harmonics has 1.499 nm. The nonlinear term limits the ripple by passing slope variance to damped harmonics, where smoothing removes it. For a ripple that varies only along $x$, it creates no slope variance itself, because $h_x\,\partial_x(h_x^2)=\frac23\,\partial_x(h_x^3)$ averages to zero over a period.

\section{A worked choice of settings}

Take the round values $\nu_x=-1$ nm$^2$/s, $\nu_y=0.5$ nm$^2$/s, $B=50$ nm$^4$/s, $\lambda_x=2$ nm/s and $\lambda_y=1$ nm/s. Equation~\eqref{eq:kstar} gives $k_*=\sqrt{1/100}=0.1$ nm$^{-1}$, a wavelength of 62.8 nm, and $\sigma_*=1/200=0.005$ s$^{-1}$.

The cell is 400 nm square with $N=96$. Since $3\times31=93<96$, the cutoff is $K=31$. The most strongly damped mode has $\sigma=-11.126$ s$^{-1}$, so explicit Euler would need $\tau\le2/11.126=0.180$ s. The choice $\tau=2$ s is 1\% of the growth time $1/\sigma_*$ and gives $z=-22.25$. The factors per step are $2.17\times10^{-10}$ for the exact propagator, $-0.835$ for Crank--Nicolson and $-21.25$ for Euler.

The initial surface has a roughness of 0.0200 nm, in modes of equal amplitude and random phase with numbers up to 10. The roughness first falls because many of these modes are damped, and at 200 s it is 0.0171 nm, still below its initial value; mode $(0,10)$, for example, has $\sigma=-0.043$ s$^{-1}$. Mode $(6,0)$ grows meanwhile by a factor of 2.688, against $e^{0.9875}=2.685$ from the linear law. At 600 s the strongest mode has this same $k_x$, a wavelength along $x$ of 66.7 nm. The cell does not admit 62.8 nm; the neighbouring choice, 57.1 nm, has the smaller rate, 0.00478 against 0.00494 s$^{-1}$.

The roughness is 0.376 nm at 1000 s, 1.054 nm at 1300 s and 1.353 nm at 1600 s. The mean logarithmic growth rates over the last two intervals are $\ln(2.80)/300=0.0034$ and $\ln(1.28)/300=0.0008$ s$^{-1}$. In a purely linear evolution the fastest modes gain weight and this rate cannot fall, so the slowing is nonlinear.

Repeating the run with $\tau=1$ s changes the height, mean removed, by $2.9\times10^{-5}$ of its rms value at 1000 s and by $1.8\times10^{-4}$ at 1600 s. If the error scales as $\tau^2$, this difference is three quarters of the error at $\tau=2$ s, which is then about $2.4\times10^{-4}$ at 1600 s. The step is adequate for this run. The cutoff was not varied here, so the truncation error remains unquantified.

\section{Relation to real surfaces}

Ripple wavelengths of tens to hundreds of nanometres are typical of ion-beam experiments, and 63 nm lies in that range. The coefficients depend on ion, energy, angle, flux and temperature, and the set above represents no particular material. Uncertainty in $B$ matters directly: doubling it at fixed $\nu_x$ lengthens the selected wavelength by 41\%. The small-slope assumption is the one real surfaces readily break. The rms slope here reaches 0.094 and the largest local slope about 0.19, so corrections of relative order slope squared are about 1\% on average and 4\% on the steepest flanks if their coefficients are of order one. At oblique incidence the directions $x$ and $-x$ are not equivalent, and omitted terms such as $h_xh_{xx}$ can add corrections of first order in the slope. These are about 9\% at the rms slope, and twice that on the steepest flanks, if their coefficients are comparable to those kept, and can be much larger near an incidence angle where $\nu_x$ changes sign. Dividing both $\lambda$ coefficients by ten while multiplying the initial height by ten leaves Eq.~\eqref{eq:model} unchanged for $h/10$; the slope would then be 0.94, and the model would no longer apply.

\section{Guidance}

For the quadratic model with $\nu_y>0$ and smooth, resolved surfaces:
\begin{itemize}
\item Choose $N$ to resolve the ripple and its harmonics, then take the largest $K$ with $3K<N$.
\item Start with $\tau$ near 1\% of $4B/\nu_x^2$, halve it, and compare heights at the latest time of interest. The decay rate of the shortest retained waves need not enter this choice. After saturation the surface can evolve chaotically. Small step errors then grow exponentially, and at long times halving the step may no longer bring the heights together; compare time-averaged roughness and spectra there instead.
\item Repeat the comparison when the parameters, initial roughness or duration change, since the error constant depends on all three.
\end{itemize}
The numerical output below gives the full set of values.

\section*{Calculated quantities}
\begin{verbatim}
phi1, phi2 largest relative error: 4.4e-16
phi2 naive quotient, relative error for |z| of 1e-7 to 2e-7: 1.2e-02
linear step of 50 s against matrix exponential, relative error: 1.1e-14
product error, N = 12, K = 3: 3.6e-16 (relative)
product error, N = 12, K = 4: 2.2e-01 (relative)
order test: cell 120 nm, N = 16, K = 5, duration 100 s, start roughness 0.5 nm
  tau = 2.00 s: rms height error 4.851e-06 nm
  tau = 1.00 s: rms height error 1.213e-06 nm
  tau = 0.50 s: rms height error 3.032e-07 nm
  tau = 0.25 s: rms height error 7.580e-08 nm
  observed order from the two smallest steps: 2.000
N = 32: fastest damping 14.9 1/s, tau = 1 s against 0.125 s: 1.194e-06 nm
N = 64: fastest damping 291.7 1/s, tau = 1 s against 0.125 s: 1.194e-06 nm
steady ripple, period 60 nm: first cosine amplitude 1.499 nm
  relative change in one 20 s step, exponential differencing: 1.5e-16
  relative change in one 20 s step, integrating-factor Heun: 3.0e-02
model: nu_x = -1.0 nm^2/s, nu_y = 0.5 nm^2/s, B = 50.0 nm^4/s
model: lambda_x = 2.0 nm/s, lambda_y = 1.0 nm/s
cell 400 nm square, N = 96, K = 31, tau = 2.0 s
fastest-growing wavenumber 0.1000 1/nm, wavelength 62.83 nm
largest growth rate 0.00500 1/s
strongest retained damping 11.126 1/s; explicit Euler limit 0.180 s
stiffest-mode factor per step: exact 2.17e-10, Crank-Nicolson -0.835, Euler -21.25
t =    0 s: roughness 0.0200 nm, rms slope 0.0027
t =  200 s: roughness 0.0171 nm, rms slope 0.0016
t =  600 s: roughness 0.0689 nm, rms slope 0.0067
t = 1000 s: roughness 0.3760 nm, rms slope 0.0349
t = 1300 s: roughness 1.0540 nm, rms slope 0.0786
t = 1600 s: roughness 1.3533 nm, rms slope 0.0942
mode (6,0), growth factor over 200 s: full run 2.6880, linear law 2.6846
strongest mode at 600 s: kx = 0.0942 1/nm, wavelength along x 66.67 nm
t = 1000 s, tau = 2 s against 1 s: relative rms height difference 2.86e-05
t = 1600 s, tau = 2 s against 1 s: relative rms height difference 1.82e-04
roughness at 1600 s with tau = 1 s: 1.3534 nm
\end{verbatim}
